\section*{Kelvin-probe potential over patches as a signed capacitance-gradient average}

\section{The force on a tip at fixed potential}

\textbf{Q.} A Kelvin probe reports one voltage, but the surface below it has many work functions. Before any average is discussed, what are the potentials in the problem?

\textbf{A.} They are the electrostatic potentials just outside each metal, since these determine the field in the gap. A bias $V$ is applied to the tip and the sample is grounded. With work functions $W_t$ for the tip and $W_i$ for patch $i$, the outside potentials are $V-W_t/e$ and $-W_i/e$. Adding the constant $W_t/e$ to both changes no field, so I may use
\begin{equation}
V_{\rm tip}=V,\qquad \phi_i=\frac{W_t-W_i}{e}.
\label{phi}
\end{equation}
The fixed-tip-potential approximation says that the whole tip has one work function and follows the applied voltage without lag. I also assume that the $\phi_i$ do not respond to the tip, that the fields are quasi-static, and that the tip height $z$ is constant during the modulation.

\textbf{Q.} At fixed potential, charge flows when the tip moves. Is the force then minus the derivative of the field energy?

\textbf{A.} No, because the sources do work too. Let $a,b$ run over the tip $t$ and all patches. By linearity $Q_a=\sum_b c_{ab}V_b$. For two solutions $\psi,\tilde\psi$ of Laplace's equation in the same geometry, Green's theorem gives $\sum_a V_a\tilde Q_a=\varepsilon_0\int\nabla\psi\cdot\nabla\tilde\psi\,d^3r=\sum_a\tilde V_aQ_a$, so $c_{ab}=c_{ba}$. The field energy is $U=\frac12\sum_aV_aQ_a$.

Move the tip by $dz$ with all potentials held. The sources, meaning the battery and the contact potentials, supply $\sum_aV_a\,dQ_a$, while the field energy rises by half of that. The other half is mechanical work:
\begin{equation}
F\,dz=\sum_aV_a\,dQ_a-dU=\tfrac12\sum_aV_a\,dQ_a .
\end{equation}
Since $dQ_a=\sum_b c_{ab}'V_b\,dz$, with a prime for $\partial/\partial z$,
\begin{equation}
F=\tfrac12\sum_{ab}c_{ab}'V_aV_b .
\label{force}
\end{equation}
Positive $F$ points away from the sample.

\textbf{Q.} Two touching patches at different potentials have an infinite field energy at their common edge. Does that spoil (\ref{force})?

\textbf{A.} It would spoil $U$, but not $F$. Separate the patches by a narrow gap of fixed width and write $c_{ij}=c_{ij}^{(0)}+k_{ij}(z)$, where $c_{ij}^{(0)}$ belongs to the surface without the tip. The first part diverges as the gap closes, but it does not depend on $z$. The second comes from charge induced on the tip, which is a finite distance from the edge, and stays finite. Only $k_{ij}'$ enters the force.

\section{The null of the modulated force}

\textbf{Q.} Equation (\ref{force}) still contains the coupling between patches. How can a formula with tip--patch capacitances alone come out of it?

\textbf{A.} First separate the terms. Define $C_i=-c_{ti}$, which is minus the charge on patch $i$ per volt on the tip when all patches are at zero. If every conductor is at the same potential there is no field and no charge, provided the patches collect all flux from the tip. Any other conductor, such as a chamber wall, must be counted as a further patch. Hence
\begin{equation}
c_{tt}+\sum_ic_{ti}=0\quad\Rightarrow\quad c_{tt}=\sum_iC_i\equiv C .
\label{sum}
\end{equation}
The terms $ti$ and $it$ in (\ref{force}) are equal, and together they cancel the factor $\frac12$:
\begin{equation}
F=\tfrac12C'V^2-V\sum_iC_i'\phi_i+\tfrac12\sum_{ij}c_{ij}'\phi_i\phi_j .
\label{full}
\end{equation}
Now let $V=V_{\rm dc}+V_{\rm ac}\sin\omega t$, so that
\begin{equation}
V^2=V_{\rm dc}^2+2V_{\rm dc}V_{\rm ac}\sin\omega t+\tfrac12V_{\rm ac}^2(1-\cos2\omega t).
\end{equation}
The coefficient of $\sin\omega t$ in the force is
\begin{equation}
F_\omega=V_{\rm ac}\Big(C'V_{\rm dc}-\sum_iC_i'\phi_i\Big),
\label{fw}
\end{equation}
and that of $\cos2\omega t$ is $-\frac14C'V_{\rm ac}^2$. The patch--patch term contains no $V$, so it is static. The feedback sets $F_\omega=0$. For $C'\neq0$ the reported voltage is therefore
\begin{equation}
V_{\rm app}=\frac{\sum_iC_i'\phi_i}{\sum_iC_i'}=\sum_iw_i\phi_i,\qquad w_i=\frac{C_i'}{C'},\quad\sum_iw_i=1 .
\label{main}
\end{equation}
For a continuous distribution $\phi(\mathbf r)$, let $\kappa(\mathbf r)$ be minus the surface charge density per volt on the tip. The sum becomes $V_{\rm app}=\int\kappa'\phi\,d^2r/C'$.

\textbf{Q.} I would have written $F=\frac12\sum_iC_i'(V-\phi_i)^2$, one capacitor per patch, and reached (\ref{main}) in one line. Is that wrong?

\textbf{A.} It gives the right null and, in general, a wrong static force. Applying the equal-potential argument to patch $i$ gives $-C_i+\sum_jc_{ij}=0$, or $c_{ii}=C_i-\sum_{j\ne i}c_{ij}$. Then
\begin{align}
\sum_{ij}c_{ij}\phi_i\phi_j
&=\sum_iC_i\phi_i^2-\sum_{i\ne j}c_{ij}(\phi_i^2-\phi_i\phi_j)\nonumber\\
&=\sum_iC_i\phi_i^2-\tfrac12\sum_{i\neq j}c_{ij}(\phi_i-\phi_j)^2 ,
\end{align}
where the last line averages the sum with its copy under $i\leftrightarrow j$. With $M_{ij}=-c_{ij}$ for $i\neq j$, differentiation and insertion in (\ref{full}) give
\begin{equation}
F=\tfrac12\sum_iC_i'(V-\phi_i)^2+\tfrac12\sum_{i<j}M_{ij}'(\phi_i-\phi_j)^2 .
\label{pairs}
\end{equation}
Your expression omits the last sum: the tip changes the coupling between patches as it moves. That sum does not depend on $V$, which is why the null survives.

\textbf{Q.} You call $w_i$ weights. Are they positive?

\textbf{A.} Nothing above requires it. The $C_i$ are positive, but a gradient may have either sign. When the tip approaches, its total induced charge grows and also gathers beneath it, so a distant patch can lose charge. Its $C_i'$ is then positive while $C'$ is negative. Equation (\ref{main}) is a signed mean, and $V_{\rm app}$ may lie outside the range of the $\phi_i$. How strong the effect is depends on the tip shape, so a definite shape is needed.

\section{A spherical tip}

\textbf{Q.} Take a sphere, then. Can the gradients be found without a fitted capacitance?

\textbf{A.} Yes, by images. Let the radius be $R$ and the centre height $h$, so that $\partial/\partial z=\partial/\partial h$. A charge $q_0=4\pi\varepsilon_0R$ at height $z_0=h$ puts the sphere at 1 V. Each $q_n$ at $z_n$ needs $-q_n$ at $-z_n$ to keep the plane at zero. That image lies at distance $h+z_n$ from the centre of the sphere, and its effect on the sphere is cancelled by
\begin{equation}
q_{n+1}=\frac{q_nR}{h+z_n},\qquad z_{n+1}=h-\frac{R^2}{h+z_n}.
\label{images}
\end{equation}
Differentiation with respect to $h$ gives
\begin{align}
q_{n+1}'&=\frac{q_n'R}{h+z_n}-\frac{q_nR(1+z_n')}{(h+z_n)^2},\\
z_{n+1}'&=1+\frac{R^2(1+z_n')}{(h+z_n)^2},
\end{align}
starting from $q_0'=0$, $z_0'=1$. With its image, one charge gives
\begin{equation}
\kappa_n(\rho)=\frac{q_nz_n}{2\pi(\rho^2+z_n^2)^{3/2}} .
\label{kappa}
\end{equation}
Integrating over a disc of radius $a$ centred below the tip,
\begin{align}
C(a)&=\sum_nq_n\int_0^a\frac{z_n\rho\,d\rho}{(\rho^2+z_n^2)^{3/2}}
=\sum_nq_n\Big[1-\frac{z_n}{\sqrt{z_n^2+a^2}}\Big],\\
C'(a)&=\sum_n\Big\{q_n'\Big[1-\frac{z_n}{\sqrt{z_n^2+a^2}}\Big]-\frac{q_nz_n'a^2}{(z_n^2+a^2)^{3/2}}\Big\}.
\label{disc}
\end{align}
As $a\to\infty$ these become $C=\sum q_n$ and $C'=\sum q_n'$. A ring is the difference of two discs.

\textbf{Q.} Give me numbers, with patches of both signs.

\textbf{A.} I choose round model parameters: $R=20$ nm and a gap of 5 nm, hence $h=25$ nm. A disc of radius 15 nm is at $+300$ mV, a ring from there to 60 nm at $-200$ mV, and the remaining plane at zero. Summing 200 images gives
\begin{center}
\begin{tabular}{lrrr}
patch & $C_i$ (aF) & $C_i'$ (aF/nm) & $w_i$\\
disc & 0.7811 & $-0.12099$ & 0.714\\
ring & 1.8701 & $-0.07268$ & 0.429\\
rest & 1.3063 & $+0.02430$ & $-0.143$\\
total & 3.9575 & $-0.16937$ & 1.000
\end{tabular}
\end{center}
The null is at
\begin{equation}
V_{\rm app}=0.7144(300)-0.4291(200)+0=128.5\ {\rm mV}.
\end{equation}
Weighting by capacitance instead would give
\begin{equation}
\frac{0.7811(300)-1.8701(200)}{3.9575}=-35.3\ {\rm mV},
\end{equation}
which has the wrong sign. The disc holds only a fifth of the charge but supplies most of the gradient.

\textbf{Q.} How large are the forces involved?

\textbf{A.} Since 1 aF\,V$^2$/nm is 1 nN, a modulation of 1 V at zero dc bias gives $F_\omega=0.12099(0.300)-0.07268(0.200)=0.02176$ nN, or 21.8 pN. The $\cos2\omega t$ coefficient is $0.16937/4$ nN, or 42.3 pN.

For the static force I solved the boundary problem with a multipole expansion of the charge on the sphere and integrated the stress $\frac12\varepsilon_0E^2$ over its surface. At $V=V_{\rm app}$ with the modulation off it is $-2.38$ pN, still attractive. The one-capacitor-per-patch expression gives $-5.50$ pN. By (\ref{pairs}), the difference of $+3.12$ pN is the patch--patch contribution. A Kelvin null is thus a zero of $F_\omega$, not of the force.

\section{Where the weight is negative}

\textbf{Q.} The undisturbed plane has weight $-0.143$. Where does the sign turn?

\textbf{A.} For one charge of fixed size, the height derivative of (\ref{kappa}) is proportional to $\rho^2-2z^2$ and changes sign at $\rho=\sqrt2\,z$. That would be 35 nm for a charge at the centre of our sphere. The full series, with its changing image charges, puts the sign change at 52 nm. The area inside that circle has weight 1.146, and the area outside has $-0.146$.

Far away, (\ref{kappa}) summed over $n$ becomes
\begin{equation}
\kappa\simeq\frac{p}{2\pi\rho^3},\qquad p=\sum_nq_nz_n .
\end{equation}
The weight beyond a large radius $a$ is therefore
\begin{equation}
\frac1{C'}\int_a^\infty\frac{p'}{2\pi\rho^3}\,2\pi\rho\,d\rho=\frac{p'}{aC'}=-\frac{\lambda}{a},\qquad \lambda=\frac{p'}{|C'|}.
\label{tail}
\end{equation}
Here $\lambda=12.4$ nm, so the tail is negative. It also falls slowly, as $1/a$. At $a=60$ nm the estimate is $-0.206$ against the full $-0.143$; that radius is not yet large enough for the leading term to be accurate.

\textbf{Q.} Would this be visible in a scan, say across a single straight step in potential?

\textbf{A.} Yes, for this tip. Let one half-plane be at $\Phi$ and the other at zero, with the tip axis a distance $x$ inside the first. Integrating (\ref{kappa}) along the edge direction $y$ uses $\int_{-\infty}^{\infty}dy\,(s^2+y^2)^{-3/2}=2/s^2$ and leaves $q_nz_n/[\pi(u^2+z_n^2)]$ at lateral distance $u$ from the axis. Integrating $u$ from $-x$ to infinity,
\begin{equation}
C_{\rm half}(x)=\sum_nq_n\Big[\frac12+\frac1\pi\arctan\frac{x}{z_n}\Big],\qquad V_{\rm app}=\Phi\,\frac{C_{\rm half}'(x)}{C'} .
\label{half}
\end{equation}
The arctangent is odd, so $V_{\rm app}(x)+V_{\rm app}(-x)=\Phi$. For $\Phi=500$ mV and the same sphere and gap:
\begin{center}
\begin{tabular}{lrrrrr}
$x$ (nm) & 0 & 20 & 40 & 100 & 400\\
$V_{\rm app}$ (mV) & 250.0 & 507.2 & 529.2 & 518.1 & 504.9
\end{tabular}
\end{center}
The largest value, 529 mV, occurs near $x=40$ nm. No part of the surface has that potential. On the low side the same curve dips to $-29$ mV. The extremum lies where a thin strip parallel to the edge has zero weight, since moving the edge then changes nothing to first order.

For $x\gg h$, use $\frac12-\frac1\pi\arctan(x/z_n)=\frac1\pi\arctan(z_n/x)\simeq z_n/(\pi x)$. Then $C_{\rm half}\simeq C-p/(\pi x)$ and
\begin{equation}
\frac{V_{\rm app}}{\Phi}-1\simeq-\frac{p'}{\pi xC'}=\frac{\lambda}{\pi x}.
\end{equation}
At 400 nm this predicts an excess of $500(12.375)/(400\pi)=4.9$ mV, as in the table.

\section{Two limits of the tip height}

\textbf{Q.} Surely the overshoot goes away if I approach closely enough?

\textbf{A.} It shrinks roughly in proportion to the gap and vanishes only as the gap closes: for the 500 mV step, (\ref{half}) gives a largest excess of 29, 11 and 2.6 mV at gaps of 5, 2 and 0.5 nm. For a gap $s=h-R\ll R$ and radii $\rho\ll R$, treat each surface element as part of a parallel-plate capacitor with local gap $s+\rho^2/2R$. Then $\kappa\simeq\varepsilon_0/(s+\rho^2/2R)$ and $\kappa'\simeq-\varepsilon_0/(s+\rho^2/2R)^2$. With $v=s+\rho^2/2R$, $\rho\,d\rho=R\,dv$,
\begin{align}
C'(a)&\simeq-2\pi\varepsilon_0R\int_s^{s+a^2/2R}\frac{dv}{v^2}
=-2\pi\varepsilon_0R\Big[\frac1s-\frac1{s+a^2/2R}\Big],\nonumber\\
w(a)&\simeq1-\frac{s}{s+a^2/2R}=\frac{a^2}{a^2+2Rs}.
\label{near}
\end{align}
At this leading order the weights are positive, and half the weight lies within $\sqrt{2Rs}$. The negative tail is a correction that (\ref{near}) misses. A 60 nm disc is wider than the sphere and so lies outside the range of the parabolic gap: at a gap of 2 nm (\ref{near}) gives 0.978, while the full series gives 1.053.

\textbf{Q.} And if I retract the tip to be gentle with the sample?

\textbf{A.} Then the sphere departs further from an ordinary average. For $R\ll h$, the leading gradient of a disc comes from $q_0$. The total charge $q_0$ is constant, however, so $C'$ starts with $q_1\simeq4\pi\varepsilon_0R^2/(2h)$:
\begin{equation}
C'(a)\simeq-\frac{4\pi\varepsilon_0Ra^2}{(h^2+a^2)^{3/2}},\qquad C'\simeq-\frac{4\pi\varepsilon_0R^2}{2h^2}.
\end{equation}
For $a$ up to the order of $h$, their ratio is
\begin{equation}
w(a)\simeq\frac{2h^2a^2}{R(h^2+a^2)^{3/2}} .
\label{far}
\end{equation}
Physically, the patch field acts directly on the tip charge, which is of order $R$. The bias that must cancel this force acts through the attraction between the tip charge and its image, which is of order $R^2$. A small sphere therefore needs a large bias.

For $a=60$ nm the full series gives weights 1.05, 1.14, 1.64 and 2.20 at gaps of 2, 5, 20 and 80 nm. At the last gap $h=100$ nm and (\ref{far}) gives 2.27. A disc at 100 mV in a plane at zero would then read about 220 mV. The growth does not continue without end. Setting the $h$-derivative of $\ln w$ to zero in (\ref{far}) gives $2/h=3h/(h^2+a^2)$, so $h=\sqrt2\,a$ at the maximum. For $a=60$ nm this is 85 nm, so the last gap above, with $h=100$ nm, is already past it. Beyond it the weight falls, as $2a^2/(Rh)$ for $h\gg a$.

\section{What the approximation leaves out}

\textbf{Q.} Real tips have a cone and a cantilever. Do your numbers apply to them?

\textbf{A.} The general result (\ref{main}) does, with the gradients of the whole probe. The numbers do not: they belong to an isolated sphere, and the negative tail, the overshoot at a step and their growth on retraction have been shown here only for that shape. The cone and cantilever carry charge of their own and also screen the sphere, so the $C_i'$ of the whole probe are not the sum of those of its separate parts. In general both numerator and denominator change.

\textbf{Q.} What if the tip itself is patchy?

\textbf{A.} Then the first assumption fails. Let facet $k$ have potential $V+\tau_k$, and let $T_k=\sum_lc_{kl}$, summed over tip facets, be its charge when the whole tip is at 1 V and the sample at zero. Then $\sum_kT_k=C$. In (\ref{force}) the terms linear in $V$ acquire $V\sum_kT_k'\tau_k$, and the null moves to
\begin{equation}
V_{\rm app}=\frac{\sum_iC_i'\phi_i-\sum_kT_k'\tau_k}{C'} .
\end{equation}
The extra term contains no sample potential, so at a fixed height over a flat surface it is a constant offset. It is in general a function of height, however, so a calibration made at one height does not hold at another.

\textbf{Q.} And a tip that follows the modulation late, or patches that respond to it?

\textbf{A.} These differ. If the lag merely reduces and delays the ac part of the tip potential, with the dc part settled, the bracket in (\ref{fw}) is unchanged and so is its zero. If a patch potential follows the tip voltage, as with band bending in a semiconductor, $\phi_i$ has a component at $\omega$. Both terms of (\ref{full}) that contain $\phi_i$ then give additional contributions to $F_\omega$: the middle one through the product of $V_{\rm dc}$ with that component, the last one through its products with the static patch potentials. If the response is nonlinear, $\phi_i$ also has higher harmonics, which mix with the modulation and add further terms at $\omega$. In general the null is then no longer the mean (\ref{main}) of the dc patch potentials.

\textbf{Q.} Does the same average serve if I detect the force gradient?

\textbf{A.} No. For small oscillations the detected quantity is $\partial F_\omega/\partial z$ at fixed voltages. Differentiating (\ref{fw}) replaces each $C_i'$ by $C_i''$, so the null is $\sum_iC_i''\phi_i/\sum_iC_i''$, provided the denominator is not zero. The two methods can report different potentials over the same patches, while over a uniform surface both return its potential.

All numerical values are calculated from the stated model.
